# Zeeman and Coulomb energies in a GaAs quantum Hall layer: verification in Python

```python
"""
Result under test: for electrons in a GaAs layer in a perpendicular field B,
    E_Z / E_C = |g| * eps_r * a0 / (2 * l),   l = sqrt(hbar / (e B)),
which is about 0.0185 at B = 10 T, |g| = 0.44, eps_r = 12.9.
E_Z: Zeeman gap; E_C: Coulomb energy of two electrons a distance l apart;
l: magnetic length; a0: Bohr radius of hydrogen.
Also tested: the exchange cost of a reversed spin in a full lowest Landau
level, sqrt(pi/2) E_C, and its weakening by the thickness of the layer.
Energies are in meV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import comb, gammaln

e, hbar, m_e, k_B = const.e, const.hbar, const.m_e, const.k
mu_B = const.physical_constants["Bohr magneton"][0]
a0_nm = const.physical_constants["Bohr radius"][0] * 1e9
J_TO_MEV = 1e3 / e

field = 10.0          # tesla
g_abs = 0.44
eps_r = 12.9
band_mass = 0.067     # in electron masses, rough typical value
well_width = 20.0     # nm, rough typical value
temperature = 1.0     # kelvin, rough typical value


def landau_numeric(B, mass):
    """Length sqrt(2<x^2>) and level spacing from a finite-difference grid."""
    x = np.linspace(-100.0, 100.0, 4001) * 1e-9
    step = x[1] - x[0]
    hop = hbar**2 / (2 * mass * m_e * step**2) * J_TO_MEV
    potential = (e * B * x)**2 / (2 * mass * m_e) * J_TO_MEV
    levels, states = eigh_tridiagonal(
        2 * hop + potential, -hop * np.ones(len(x) - 1),
        select="i", select_range=(0, 1))
    weight = states[:, 0]**2
    length = np.sqrt(2 * np.sum(weight * x**2) / np.sum(weight))
    return length * 1e9, levels[1] - levels[0]


def zeeman_numeric(B, g):
    """Gap of the spin Hamiltonian for a field in a general direction."""
    theta, phi = 0.7, 1.1
    sx = np.array([[0, 1], [1, 0]], dtype=complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0, -1.0]).astype(complex)
    spin = (np.sin(theta) * np.cos(phi) * sx
            + np.sin(theta) * np.sin(phi) * sy + np.cos(theta) * sz) / 2
    levels = np.linalg.eigvalsh(g * mu_B * B * J_TO_MEV * spin)
    return levels[1] - levels[0]


def coulomb_work(distance):
    """Work against the screened force from infinity to the given distance."""
    strength = e**2 / (4 * np.pi * const.epsilon_0 * eps_r) * J_TO_MEV * 1e9
    return quad(lambda r: strength / r**2, distance, np.inf)[0]


def magnetic_length(B):
    return np.sqrt(hbar / (e * B)) * 1e9


def ratio_formula(B, g):
    return g * eps_r * a0_nm / (2 * magnetic_length(B))


# Magnetic length, cyclotron gap and ratio, from definitions and from formulas
numeric_ratio = {}
for B in (2.5, field):
    for mass in (band_mass, 2 * band_mass):
        length, gap = landau_numeric(B, mass)
        assert abs(length / magnetic_length(B) - 1) < 1e-4
        assert abs(gap / (hbar * e * B / (mass * m_e) * J_TO_MEV) - 1) < 1e-4
        numeric_ratio[B] = zeeman_numeric(B, -g_abs) / coulomb_work(length)
        assert abs(numeric_ratio[B] / ratio_formula(B, g_abs) - 1) < 2e-4
assert abs(numeric_ratio[field] / numeric_ratio[2.5] - 2) < 1e-3

l_B = magnetic_length(field)
E_Z = g_abs * mu_B * field * J_TO_MEV
E_C = e**2 / (4 * np.pi * const.epsilon_0 * eps_r * l_B * 1e-9) * J_TO_MEV
ratio = E_Z / E_C
assert abs(E_Z / zeeman_numeric(field, -g_abs) - 1) < 1e-9
assert abs(E_C / coulomb_work(l_B) - 1) < 1e-7


# Exchange of the central orbital with every orbital of the full level.
# A pair of orbitals (0, m) is split into states of relative angular momentum
# k, whose Coulomb energies are integrated in real space (units of E_C).
def pair_energy(k):
    log_norm = (2 * k + 1) * np.log(2.0) + gammaln(k + 1)
    return quad(lambda r: np.exp(2 * k * np.log(r) - r**2 / 4 - log_norm),
                0, 40, epsabs=1e-12, limit=200)[0]


pair = np.array([pair_energy(k) for k in range(41)])
exchange_sum = 0.0
for m in range(41):
    k = np.arange(m + 1)
    exchange_sum += np.sum((-1.0)**k * comb(m, k) * pair[:m + 1]) / 2.0**m
exchange_factor = np.sqrt(np.pi / 2)
assert abs(exchange_sum - exchange_factor) < 1e-8
exchange = exchange_factor * E_C

# Thickness: average of exp(-q|z-z'|) over the lowest hard-wall subband
n_z = 400
z = (np.arange(n_z) + 0.5) / n_z
density_z = 2 * np.sin(np.pi * z)**2 / n_z
separation = np.abs(z[:, None] - z[None, :])
nodes, weights = np.polynomial.legendre.leggauss(40)
q, q_weight = 4 * (nodes + 1), 4 * weights      # q in units of 1/l, 0 to 8
x = q * well_width / l_B
form_numeric = np.array(
    [density_z @ np.exp(-xi * separation) @ density_z for xi in x])
d = x**2 + 4 * np.pi**2
form_closed = (3 * x + 8 * np.pi**2 / x
               - 32 * np.pi**4 * (1 - np.exp(-x)) / (x**2 * d)) / d
assert np.max(np.abs(form_numeric - form_closed)) < 1e-3
thick_factor = (np.sum(q_weight * np.exp(-q**2 / 2) * form_numeric)
                / exchange_factor)
assert 0 < thick_factor < 1

cyclotron = hbar * e * field / (band_mass * m_e) * J_TO_MEV
thermal = k_B * temperature * J_TO_MEV
filled_density = e * field / const.h * 1e-4     # per cm2

print(f"Magnetic field: {field:.1f} T")
print(f"g magnitude: {g_abs:.2f}")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Bohr magneton: {mu_B * J_TO_MEV:.6f} meV/T")
print(f"Bohr radius: {a0_nm:.6f} nm")
print(f"e^2/(4 pi eps0 eps_r): {E_C * l_B:.2f} meV nm")
print(f"Magnetic length: {l_B:.3f} nm")
print(f"Zeeman gap E_Z: {E_Z:.4f} meV")
print(f"Coulomb scale E_C: {E_C:.3f} meV")
print(f"Ratio E_Z/E_C: {ratio:.5f}")
print(f"Ratio to three figures: {ratio:.3g}")
print(f"Ratio to two figures: {ratio:.2g}")
print(f"Ratio from grid, spin matrix, work: {numeric_ratio[field]:.5f}")
print(f"Ratio at 2.5 T: {ratio_formula(2.5, g_abs):.5f}")
print(f"Density at filling one: {filled_density:.3e} cm^-2")
print(f"Exchange factor sqrt(pi/2): {exchange_factor:.5f}")
print(f"Exchange factor from orbital sum: {exchange_sum:.5f}")
print(f"Exchange cost of reversed spin: {exchange:.2f} meV")
print(f"Total cost with Zeeman gap: {exchange + E_Z:.2f} meV")
print(f"Exchange cost / Zeeman gap: {exchange / E_Z:.1f}")
print(f"Band mass (rough): {band_mass:.3f} m_e")
print(f"Cyclotron energy: {cyclotron:.2f} meV")
print(f"Level mixing E_C/cyclotron energy: {E_C / cyclotron:.2f}")
print(f"Well width (rough): {well_width:.0f} nm")
print(f"Exchange left at this width: {thick_factor:.3f} of ideal")
print(f"Exchange cost at this width: {thick_factor * exchange:.2f} meV")
print(f"Temperature (rough): {temperature:.1f} K")
print(f"Thermal energy: {thermal:.4f} meV")
print(f"Zeeman gap as temperature: {E_Z / thermal * temperature:.2f} K")
print(f"Coulomb scale as temperature: {E_C / thermal * temperature:.0f} K")
print(f"Free-spin polarization: {np.tanh(E_Z / (2 * thermal)):.3f}")
print(f"Ratio if g magnitude were 0.40: {ratio_formula(field, 0.40):.4f}")
print("tests ok")
```

Running it gives:

```
Magnetic field: 10.0 T
g magnitude: 0.44
Relative permittivity: 12.9
Bohr magneton: 0.057884 meV/T
Bohr radius: 0.052918 nm
e^2/(4 pi eps0 eps_r): 111.63 meV nm
Magnetic length: 8.113 nm
Zeeman gap E_Z: 0.2547 meV
Coulomb scale E_C: 13.759 meV
Ratio E_Z/E_C: 0.01851
Ratio to three figures: 0.0185
Ratio to two figures: 0.019
Ratio from grid, spin matrix, work: 0.01851
Ratio at 2.5 T: 0.00926
Density at filling one: 2.418e+11 cm^-2
Exchange factor sqrt(pi/2): 1.25331
Exchange factor from orbital sum: 1.25331
Exchange cost of reversed spin: 17.24 meV
Total cost with Zeeman gap: 17.50 meV
Exchange cost / Zeeman gap: 67.7
Band mass (rough): 0.067 m_e
Cyclotron energy: 17.28 meV
Level mixing E_C/cyclotron energy: 0.80
Well width (rough): 20 nm
Exchange left at this width: 0.725 of ideal
Exchange cost at this width: 12.50 meV
Temperature (rough): 1.0 K
Thermal energy: 0.0862 meV
Zeeman gap as temperature: 2.96 K
Coulomb scale as temperature: 160 K
Free-spin polarization: 0.901
Ratio if g magnitude were 0.40: 0.0168
tests ok
```
